\section*{Two-beam channelling contrast and its odd dependence on deviation parameter, part 1}

(Sections cited here and not found follow in the second part.)

\section{The density at the atomic planes}

\subsection{What goes wrong without the result}

Two neighbouring grains are imaged with backscattered electrons. In one, the beam meets a family of lattice planes slightly inside the Bragg angle; in the other, it meets them outside by the same amount. Suppose the contrast is attributed to the strength of diffraction. In the two-beam model the diffracted intensity, averaged over depth, is the same on both sides of the Bragg condition and highest at the condition itself. The grains should then look alike, and the largest departure from the background should occur at the Bragg condition itself.

Both conclusions fail in the same model once the right quantity is computed. Large-angle scattering takes place close to nuclei, so the signal follows the density of the beam electrons at the atomic planes. That density contains the interference of the direct and diffracted beams, which depends on their relative phase as well as on their strengths. At the planes, the depth average of this interference changes sign at the Bragg condition. Without this result one cannot say which grain is brighter, or which way a lattice rotation changes the signal.

\subsection{Setting and conventions}

The crystal fills $z>0$. Its reflecting planes are perpendicular to the surface, so the reciprocal-lattice vector $g$ points along $x$. This is the symmetric Laue case. The origin $x=0$ lies on an atomic plane. Wave numbers are in radians per length.

Let $e>0$ be the elementary charge, $m$ the electron rest mass, $\gamma$ the relativistic mass factor and $V$ the electrostatic potential. An electron has potential energy $-eV$. With spin and terms of order $V^2$ neglected, its wave function obeys
\begin{equation}
\nabla^2\psi+\left[K^2+U(x)\right]\psi=0,\qquad U=\frac{2\gamma m e V}{\hbar^2}.
\label{eq:wave}
\end{equation}
The mean potential changes $K$ slightly and is left out of $U$. Of the rest, only the component that couples the two chosen beams is kept:
\begin{equation}
U(x)=U_g\left(e^{igx}+e^{-igx}\right)=2U_g\cos gx .
\end{equation}
The potential is real, so nothing is absorbed. It is symmetric about an atomic plane, so $U_g$ is real. Nuclei attract electrons and the potential is highest at the atoms, hence $U_g>0$. This sign fixes the sign of the final result.

The incident wave has unit density and wave-vector components $K_x$ and $K_z$, with $K_x^2+K_z^2=K^2$. The surface is uniform along $x$ apart from the lattice period, so $K_x$ is conserved up to multiples of $g$.

\subsection{The two-beam equations}

Because $U$ does not depend on $z$, the wave equation separates. Take the trial solution
\begin{equation}
\psi=e^{iK_xx}\left(C_0+C_ge^{igx}\right)e^{ik_zz}.
\end{equation}
Put it into Eq.~(\ref{eq:wave}) and collect the terms in $e^{iK_xx}$ and $e^{i(K_x+g)x}$. The product $U\psi$ also creates terms belonging to the beams $-g$ and $2g$; dropping them is the two-beam approximation. What remains is
\begin{align}
\left(K^2-K_x^2-k_z^2\right)C_0+U_gC_g&=0,\\
\left[K^2-(K_x+g)^2-k_z^2\right]C_g+U_gC_0&=0.
\end{align}
Use $K^2-K_x^2=K_z^2$ and write $k_z^2-K_z^2=U_g\mu$. Define
\begin{equation}
w=-\frac{g^2+2K_xg}{2U_g}.
\label{eq:w}
\end{equation}
Since $(K_x+g)^2=K_x^2+g^2+2K_xg$, division by $U_g$ gives
\begin{equation}
\mu C_0=C_g,\qquad \mu C_g=C_0+2wC_g .
\label{eq:eigen}
\end{equation}
Inserting the first equation into the second gives $\mu^2-2w\mu-1=0$, with solutions
\begin{equation}
\mu_\pm=w\pm\sigma,\qquad \sigma=\sqrt{1+w^2}.
\end{equation}

The number $w$ has a geometrical meaning. Let $2\pi s$ be the distance, measured along $z$, from the reciprocal-lattice point to the Ewald sphere:
\begin{equation}
2\pi s=\sqrt{K^2-(K_x+g)^2}-K_z
\simeq-\frac{g^2+2K_xg}{2K_z}.
\end{equation}
The last form follows from $a-b=(a^2-b^2)/(a+b)$ with $a+b\simeq2K_z$. With the extinction distance
\begin{equation}
\xi_g=\frac{2\pi K_z}{U_g},
\end{equation}
one obtains $w=s\xi_g$. The sign convention is $s>0$ when the reciprocal-lattice point lies inside the Ewald sphere.

Now let the beam make an angle $\theta$ with the planes, with $K_x=-K\sin\theta$. Equation~(\ref{eq:w}) becomes
\begin{equation}
w=\frac{gK}{U_g}\left(\sin\theta-\sin\theta_B\right),\qquad
\sin\theta_B=\frac{g}{2K}.
\label{eq:angle}
\end{equation}
Thus $w<0$ means incidence inside the Bragg angle, closer to the planes.

\subsection{Where the two Bloch waves sit}

The first relation in Eq.~(\ref{eq:eigen}) gives normalised real coefficients
\begin{equation}
C_0=\frac{1}{\sqrt{1+\mu^2}},\qquad C_g=\frac{\mu}{\sqrt{1+\mu^2}}.
\end{equation}
The density of one such wave is
\begin{equation}
\left|C_0+C_ge^{igx}\right|^2=1+2C_0C_g\cos gx
=1+\frac{2}{\mu+1/\mu}\cos gx .
\end{equation}
The product of the roots is $\mu_+\mu_-=w^2-\sigma^2=-1$, so $1/\mu_\pm=-\mu_\mp$. Therefore
\begin{equation}
\mu_\pm+\frac{1}{\mu_\pm}=\mu_\pm-\mu_\mp=\pm2\sigma ,
\end{equation}
and the densities are
\begin{equation}
\rho_\pm(x)=1\pm\frac{1}{\sigma}\cos gx .
\label{eq:rhopm}
\end{equation}
The plus wave is concentrated on the atomic planes and the minus wave between them.

The same identities give the share of the incident beam in each wave:
\begin{equation}
C_{0,\pm}^2=\frac{1/\mu_\pm}{\mu_\pm+1/\mu_\pm}
=\frac{-\mu_\mp}{\pm2\sigma}
=\frac12\left(1\mp\frac{w}{\sigma}\right).
\label{eq:share}
\end{equation}

At the entrance surface the total wave must be the incident beam alone. Let $\alpha_\pm$ be the amplitudes of the two Bloch waves. The coefficient vectors $(C_0,C_g)$ are orthonormal, so projecting the vector $(1,0)$ onto them gives $\alpha_\pm=C_{0,\pm}$. Equation~(\ref{eq:share}) is therefore also the excitation $\alpha_\pm^2$. This matching neglects the reflected wave. The reflection amplitude at a small change of wave number is
\begin{equation}
\left|\frac{K_z-k_z}{K_z+k_z}\right|\simeq\frac{U_g|\mu|}{4K_z^2},
\end{equation}
which is very small for fast electrons near a Bragg condition.

\subsection{The depth average}

The two waves have different $k_z$, so their cross term oscillates with depth. Averaged over many beats it vanishes, and the densities add with their excitations as weights:
\begin{align}
\bar\rho(x)&=\frac12\left(1-\frac w\sigma\right)\left(1+\frac{\cos gx}{\sigma}\right)
+\frac12\left(1+\frac w\sigma\right)\left(1-\frac{\cos gx}{\sigma}\right)\nonumber\\
&=\frac12\left(2-\frac{2w}{\sigma^2}\cos gx\right).
\end{align}
The terms linear in $1/\sigma$ cancel between the two products, and the terms in $w/\sigma^2$ add. Hence
\begin{equation}
\boxed{\;\bar\rho(x)=1-\frac{w}{1+w^2}\cos gx\;}
\label{eq:main}
\end{equation}
At the atomic planes the interference density is $-w/(1+w^2)$. It is odd in $w$ and has magnitude $|w|/(1+w^2)$. Midway between the planes its sign is reversed.

The sign can be understood from the transverse motion. The transverse kinetic energies of the two beams are proportional to $K_x^2$ and $(K_x+g)^2$, and Eq.~(\ref{eq:w}) gives
\begin{equation}
(K_x+g)^2-K_x^2=-2wU_g .
\end{equation}
For $w<0$ the incident beam has the lower transverse kinetic energy. It then has its larger share in the Bloch wave of lower transverse energy, which is the plus wave, gathered where the potential attracts. For $w>0$ the order is reversed, and the incident beam mainly excites the wave between the planes.

\subsection{Limits and extrema}

At $w=0$ each Bloch wave has its strongest modulation, $1\pm\cos gx$. The two are equally excited, however, and their modulations cancel in the average. Strong diffraction and zero mean interference occur together.

Far from the Bragg condition the interference density tends to $-1/w$. Since $1/w$ is proportional to $U_g$, this tail is of first order in the potential.

The slope is
\begin{equation}
\frac{d}{dw}\left(-\frac{w}{1+w^2}\right)=-\frac{1-w^2}{(1+w^2)^2}.
\label{eq:slope}
\end{equation}
It vanishes at $w=\mp1$, where the interference density reaches $\pm\frac12$. The slope is steepest at $w=0$, because $|1-w^2|\le1+w^2$ bounds its magnitude by $1/(1+w^2)\le1$.

Equation~(\ref{eq:main}) was tested by a different route. The transverse wave equation was solved on 16 real-space points per period, with a cosine potential 200 times weaker than that of the copper example below, so that other beams were present but weakly excited. For seven values of $w$ between $-3$ and $3$, the mean densities on the planes and midway between them differed from the formula by at most $6\times10^{-4}$ of the incident density.

\subsection{Before averaging: the role of depth}

A real signal comes from a limited depth, so the depth dependence is needed. From $k_z^2-K_z^2=U_g\mu$,
\begin{equation}
k_z-K_z=\frac{U_g\mu}{k_z+K_z}\simeq\frac{U_g\mu}{2K_z}=\frac{\pi}{\xi_g}\mu .
\end{equation}
Let $\phi_0(z)$ and $\phi_g(z)$ be the beam amplitudes after the common factor $e^{iK_zz}$ is removed. Put $\chi=\pi\sigma z/\xi_g$. Both Bloch waves carry the phase $e^{i\pi wz/\xi_g}$, which drops out of densities. Apart from it, Eq.~(\ref{eq:share}) gives
\begin{align}
\phi_0&=\frac12\left(1-\frac w\sigma\right)e^{i\chi}
+\frac12\left(1+\frac w\sigma\right)e^{-i\chi}
=\cos\chi-i\frac w\sigma\sin\chi,\\
\phi_g&=\frac{1}{2\sigma}\left(e^{i\chi}-e^{-i\chi}\right)
=\frac{i}{\sigma}\sin\chi .
\end{align}
The second line uses $\alpha_\pm C_{g,\pm}=C_{0,\pm}C_{g,\pm}=\pm1/(2\sigma)$.

The diffracted intensity is $|\phi_g|^2=\sin^2\chi/(1+w^2)$, with mean $1/[2(1+w^2)]$. It is even in $w$, as stated at the start. The interference product is
\begin{equation}
\phi_0^*\phi_g=-\frac{w}{\sigma^2}\sin^2\chi+\frac{i}{\sigma}\sin\chi\cos\chi .
\end{equation}
The density is $|\phi_0|^2+|\phi_g|^2+2\,\mathrm{Re}(\phi_0^*\phi_ge^{igx})$. The first two terms sum to one, so
\begin{equation}
\rho(x,z)=1-\frac{2w}{\sigma^2}\sin^2\chi\cos gx-\frac{1}{\sigma}\sin2\chi\sin gx .
\label{eq:depth}
\end{equation}
On the planes the last term is zero. With $2\sin^2\chi=1-\cos2\chi$,
\begin{equation}
\rho(0,z)=1-\frac{w}{1+w^2}\left[1-\cos\frac{2\pi\sigma z}{\xi_g}\right].
\label{eq:plane}
\end{equation}
The beat period is $\xi_g/\sigma$. The bracket is even in $w$, so the interference density at the planes is odd at every depth, before any averaging.

The mean from the surface to depth $t$ follows by integrating the cosine:
\begin{equation}
\frac1t\int_0^t\rho(0,z)\,dz=1-\frac{w}{1+w^2}\left(1-\frac{\sin X}{X}\right),
\qquad X=\frac{2\pi\sigma t}{\xi_g}.
\end{equation}
For $X\gg1$ this becomes Eq.~(\ref{eq:main}). For $X\ll1$, use $1-\sin X/X\simeq X^2/6$ and $X^2=4\pi^2(1+w^2)t^2/\xi_g^2$. The interference part is then $-2\pi^2wt^2/(3\xi_g^2)$. A layer much thinner than the extinction distance gives little interference at the planes near the Bragg condition. The diffracted amplitude grows in proportion to depth, but it starts a quarter period out of phase with the direct beam. Its first-order interference is the $\sin gx$ term of Eq.~(\ref{eq:depth}), which vanishes on the planes.

\section{From density to channelling contrast}

\subsection{Results carried forward}

The planes are perpendicular to the surface and spaced by $2\pi/g$, with $x=0$ on an atomic plane. The beam has wave number $K$, and $U_g>0$ is the scaled Fourier coefficient of the potential. The deviation parameter is $w=s\xi_g$, with $\xi_g=2\pi K_z/U_g$ and $\sigma=\sqrt{1+w^2}$; incidence inside the Bragg angle means $w<0$. Without absorption, the density averaged over many beats is
\begin{equation}
\bar\rho(x)=1-\frac{w}{1+w^2}\cos gx .
\end{equation}
On the planes at depth $z$, the interference part is $-w[1-\cos(2\pi\sigma z/\xi_g)]/(1+w^2)$. The beam amplitudes are $\phi_0$ and $\phi_g$, and the two Bloch waves have plane densities $1\pm1/\sigma$ and excitations $\frac12(1\mp w/\sigma)$.

\subsection{Why a density becomes a signal}

Suppose that the rate of large-angle scattering is proportional to the density of the beam electrons at the nuclei. If the sources of the signal were spread evenly over the cell instead, the mean of $\cos gx$ would be zero and the signal would not depend on $w$. As long as absorption is left out, localisation of the scattering is therefore essential to the contrast.

Nuclei vibrate. Let their displacements along $x$ have a Gaussian distribution of standard deviation $u$. Completing the square in the exponent gives
\begin{equation}
D=\int_{-\infty}^{\infty}\frac{e^{-x^2/2u^2}}{\sqrt{2\pi}\,u}\cos gx\,dx=e^{-g^2u^2/2}.
\end{equation}
The $\sin gx$ term of Eq.~(\ref{eq:depth}) averages to zero by symmetry. The depth-averaged signal, relative to that of an unmodulated wave, is
\begin{equation}
S=1-D\,\frac{w}{1+w^2}.
\label{eq:signal}
\end{equation}
It is bright inside the Bragg angle and dark outside. Reflection through the atomic plane exchanges $g$ and $-g$, so the other edge of the band behaves in the same way: its inner side is also bright. Each edge is odd about its own Bragg condition, while the band as a whole is symmetric about its centre. The two-beam formula is not meant for the centre, where $g$ and $-g$ are equally excited.

Equation~(\ref{eq:signal}) also describes small lattice rotations. By Eq.~(\ref{eq:slope}), the slope of $S$ at $w=0$ is $-D$, the steepest in this model. At $w=-1$ the signal is highest but its slope is zero. A setting at the Bragg condition thus responds best to a small rotation, and a setting at $w=-1$ gives the brightest background. This assumes a rotation that is uniform over the depth from which the channelled signal comes. It also assumes that absorption is not localised. With the localised absorption chosen for copper below, the steepest slope moves to about $w=-0.16$ and the brightest background to about $w=-1.5$.

Without absorption, the two-beam interference density at the atomic planes is odd about the Bragg condition, so the depth-averaged signal is bright inside the Bragg angle and dark outside. It remains to include a finite coherent depth and localised absorption, and to estimate the contrast for copper.
